**Screened empty-core form factor: numerical tests**

The program tests w(q) = −4πZ cos(q r_c)/[Ω q² ε(q)], its first node π/(2r_c), and its limit −2E_F/3 as q → 0⁺. Here Z is the valence, r_c the core radius, Ω the volume per ion, ε the static Lindhard dielectric function, and E_F the free-electron Fermi energy; atomic units are used. It asserts that radial quadrature with an extrapolated convergence factor reproduces the bare transform and its first node. It also asserts that self-consistent diagonalization of electrons in a weak periodic potential agrees with the screened formula to within one part in a thousand at four wave numbers, and at one wave number with local exchange included. The long-wave limit is compared with a numerical derivative of the electron count, and the leading small-q correction is tested separately. For Z = 3, r_s = 2 bohr and r_c = 1.1 bohr, the output gives a node at 1.428 bohr⁻¹ and a limit of −0.3069 hartree (−8.35 eV). The two shortest fcc reciprocal-lattice lengths lie above the node, with screened form factors of 0.0061 and 0.0300 hartree.

## Verification by program

```python
"""
Screened empty-core form factor, in Hartree atomic units:
    w(q) = -4 pi Z cos(q r_c) / (Omega q^2 eps(q)),
with first node pi/(2 r_c) and limit w(q -> 0+) = -(2/3) E_F.
Z: valence; Omega: volume per ion; r_c: core radius; q: wave number;
k_F, E_F: Fermi wave number and energy; eps: static Hartree (Lindhard)
dielectric function of a free-electron gas.
The tests use radial quadrature, electron counting, and self-consistent
diagonalization of electrons in a weak periodic potential.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

hartree_ev = physical_constants["Hartree energy in eV"][0]
Z, r_s, r_c = 3, 2.0, 1.1
omega = Z * 4 * np.pi * r_s**3 / 3
density = Z / omega
k_F = (3 * np.pi**2 * density) ** (1 / 3)
E_F = k_F**2 / 2
k_TF = np.sqrt(4 * k_F / np.pi)
limit = -2 * E_F / 3
f_x = -np.pi / k_F**2       # local exchange kernel


def lindhard(x):
    log_term = np.log1p(x) - np.log(np.abs(1 - x))
    return 0.5 + (1 - x**2) / (4 * x) * log_term


def chi0(q):
    return -k_F / np.pi**2 * lindhard(q / (2 * k_F))


def epsilon(q):
    return 1 + k_TF**2 * lindhard(q / (2 * k_F)) / q**2


def bare(q, core=r_c):
    return -4 * np.pi * Z * np.cos(q * core) / (omega * q**2)


def screened(q, core=r_c):
    return bare(q, core) / epsilon(q)


def screened_with_exchange(q):
    return bare(q) / (1 - (4 * np.pi / q**2 + f_x) * chi0(q))


# Angular average of a plane wave, by quadrature over the polar cosine.
u, wu = np.polynomial.legendre.leggauss(40)
for arg in (0.7, 5.0):
    average = np.dot(wu, np.cos(arg * u)) / 2
    assert abs(average - np.sin(arg) / arg) < 1e-12

# Radial transform with exp(-mu r), extrapolated to mu = 0 from three mu.
mu = 0.02
edges = np.linspace(r_c, 6000.0, 6001)
nodes, weights = np.polynomial.legendre.leggauss(12)
half = np.diff(edges) / 2
radius = ((edges[:-1] + half)[:, None] + half[:, None] * nodes).ravel()
radial_weight = (half[:, None] * weights).ravel()
damping = (8 * np.exp(-mu * radius / 4) - 6 * np.exp(-mu * radius / 2)
           + np.exp(-mu * radius)) / 3
radial_weight = radial_weight * damping


def bare_by_quadrature(q):
    integral = np.dot(radial_weight, np.sin(q * radius))
    return -4 * np.pi * Z * integral / (omega * q)


for q in (0.5, 1.0, 2.0, 3.0):
    scale = 4 * np.pi * Z / (omega * q**2)
    # The extrapolation leaves an error of third order in mu.
    assert abs(bare_by_quadrature(q) - bare(q)) < 1e-4 * scale

# First sign change of the numerically transformed potential.
scan = np.linspace(0.3, 2.0, 35)
values = np.array([bare_by_quadrature(q) for q in scan])
first = np.flatnonzero(values[:-1] * values[1:] < 0)[0]
node_numeric = brentq(bare_by_quadrature, scan[first], scan[first + 1])
node = np.pi / (2 * r_c)
assert abs(node_numeric - node) < 1e-4
# Screening must not add a zero or a pole.
q_grid = np.linspace(0.013, 12.0, 3000)
assert np.all(epsilon(q_grid) > 1) and np.all(np.isfinite(epsilon(q_grid)))


def induced_density(potential, q, n_k=800):
    """Density component at q for U(z) = 2 * potential * cos(q z)."""
    m_max = int(np.ceil(k_F / q)) + 2
    m = np.arange(-m_max, m_max + 1)
    k = ((np.arange(n_k) + 0.5) / n_k - 0.5) * q
    h = np.zeros((n_k, m.size, m.size))
    i = np.arange(m.size)
    h[:, i, i] = (k[:, None] + m * q) ** 2 / 2
    h[:, i[:-1], i[1:]] = potential
    h[:, i[1:], i[:-1]] = potential
    energy, c = np.linalg.eigh(h)
    overlap = np.sum(c[:, :-1, :] * c[:, 1:, :], axis=1)
    filled = np.clip(E_F - energy, 0, None)   # transverse motion summed
    return np.sum(filled * overlap) * q / n_k / (2 * np.pi**2)


def self_consistent(q, kernel_extra=0.0, strength=1e-4):
    """Effective potential per unit strength of a weak ionic wave."""
    external = strength * bare(q)
    kernel = 4 * np.pi / q**2 + kernel_extra

    def mismatch(potential):
        return external + kernel * induced_density(potential, q) - potential

    low, high = sorted((0.0, external))
    return brentq(mismatch, low, high, xtol=1e-13) / strength


table = []
for ratio in (0.23, 0.7, 1.3, 2.5):
    q = ratio * k_F
    w_diag = self_consistent(q)
    # Tolerance covers the finite wave strength and k sampling.
    assert abs(w_diag / screened(q) - 1) < 1e-3
    table.append((ratio, epsilon(q), screened(q), w_diag))

# Long-wave limit from counting electrons as the Fermi energy is varied.


def count(energy):
    k_top = np.sqrt(2 * energy)
    return quad(lambda k: 2 * 4 * np.pi * k**2 / (2 * np.pi)**3, 0, k_top)[0]


step = 1e-3 * E_F
dos = (count(E_F + step) - count(E_F - step)) / (2 * step)
limit_counted = -count(E_F) / dos
q_small = 1e-3 * k_F
assert abs(limit_counted / limit - 1) < 1e-5
for core in (0.5, r_c, 2.0):
    assert abs(screened(q_small, core) / limit_counted - 1) < 1e-5

# Leading correction at small q.
B = r_c**2 / 2 + 1 / k_TF**2 - 1 / (12 * k_F**2)
q_fit = 0.02 * k_F
B_numeric = (1 - screened(q_fit) / limit) / q_fit**2
assert abs(B_numeric / B - 1) < 2e-3

# Exchange: full effective potential versus its electrostatic part.
q_x = 0.23 * k_F
w_x_diag = self_consistent(q_x, f_x)
assert abs(w_x_diag / screened_with_exchange(q_x) - 1) < 1e-3
assert abs(w_x_diag / screened(q_x) - 1) > 3e-3
w_x_small = screened_with_exchange(q_small)
electrostatic = w_x_small * (1 - f_x * chi0(q_small))
electrostatic_limit = limit + k_F / (3 * np.pi)
assert abs(w_x_small / limit - 1) < 1e-5
assert abs(electrostatic / electrostatic_limit - 1) < 1e-5

# Reciprocal-lattice lengths of the fcc model crystal.
a = (4 * omega) ** (1 / 3)
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
assert abs(abs(np.linalg.det(cell)) / omega - 1) < 1e-12
reciprocal = 2 * np.pi * np.linalg.inv(cell).T
lengths = sorted({round(float(np.linalg.norm(np.array(t) @ reciprocal)), 8)
                  for t in itertools.product(range(-2, 3), repeat=3)
                  if any(t)})
G1, G2 = lengths[:2]

print(f"valence Z = {Z}")
print(f"electron-sphere radius r_s = {r_s:.3f} bohr")
print(f"core radius r_c = {r_c:.3f} bohr")
print(f"volume per ion = {omega:.4f} bohr^3")
print(f"electron density = {density:.6f} bohr^-3")
print(f"Fermi wave number k_F = {k_F:.5f} bohr^-1")
print(f"Fermi energy E_F = {E_F:.5f} hartree")
print(f"Fermi energy E_F = {E_F * hartree_ev:.3f} eV")
print(f"Thomas-Fermi wave number k_TF = {k_TF:.5f} bohr^-1")
print(f"density of states at E_F = {dos:.6f} hartree^-1 bohr^-3")
print(f"node from pi/(2 r_c) = {node:.5f} bohr^-1")
print(f"node from radial quadrature = {node_numeric:.5f} bohr^-1")
print(f"node divided by k_F = {node / k_F:.4f}")
print(f"limit -2 E_F/3 = {limit:.5f} hartree")
print(f"limit -2 E_F/3 = {limit * hartree_ev:.3f} eV")
print(f"limit from electron counting = {limit_counted:.5f} hartree")
print(f"w at q = 0.001 k_F: {screened(q_small):.5f} hartree")
print(f"coefficient B, formula = {B:.5f} bohr^2")
print(f"coefficient B, numerical = {B_numeric:.5f} bohr^2")
print("q/k_F, eps, w formula (hartree), w diagonalization (hartree)")
for ratio, eps, w_formula, w_diag in table:
    print(f"{ratio:.2f}  {eps:.4f}  {w_formula:.6f}  {w_diag:.6f}")
print(f"with exchange, q = 0.23 k_F, formula: "
      f"{screened_with_exchange(q_x):.6f} hartree")
print(f"with exchange, q = 0.23 k_F, diagonalization: "
      f"{w_x_diag:.6f} hartree")
print(f"with exchange, q = 0.001 k_F, full: {w_x_small:.5f} hartree")
print(f"with exchange, q = 0.001 k_F, electrostatic part: "
      f"{electrostatic:.5f} hartree")
print(f"fcc lattice constant = {a:.4f} bohr")
for name, G in (("shortest", G1), ("second", G2)):
    print(f"{name} reciprocal length G = {G:.5f} bohr^-1")
    print(f"  bare form factor = {bare(G):.6f} hartree")
    print(f"  dielectric function = {epsilon(G):.4f}")
    print(f"  screened form factor = {screened(G):.6f} hartree")
    print(f"  screened form factor = {screened(G) * hartree_ev:.4f} eV")
print("verified")
```

Running it gives:

```
valence Z = 3
electron-sphere radius r_s = 2.000 bohr
core radius r_c = 1.100 bohr
volume per ion = 100.5310 bohr^3
electron density = 0.029842 bohr^-3
Fermi wave number k_F = 0.95958 bohr^-1
Fermi energy E_F = 0.46040 hartree
Fermi energy E_F = 12.528 eV
Thomas-Fermi wave number k_TF = 1.10534 bohr^-1
density of states at E_F = 0.097226 hartree^-1 bohr^-3
node from pi/(2 r_c) = 1.42800 bohr^-1
node from radial quadrature = 1.42800 bohr^-1
node divided by k_F = 1.4881
limit -2 E_F/3 = -0.30693 hartree
limit -2 E_F/3 = -8.352 eV
limit from electron counting = -0.30693 hartree
w at q = 0.001 k_F: -0.30693 hartree
coefficient B, formula = 1.33298 bohr^2
coefficient B, numerical = 1.33260 bohr^2
q/k_F, eps, w formula (hartree), w diagonalization (hartree)
0.23  25.9718  -0.287730  -0.287730
0.70  3.5945  -0.170929  -0.170929
1.30  1.6630  -0.028590  -0.028590
2.50  1.0537  0.054190  0.054190
with exchange, q = 0.23 k_F, formula: -0.291436 hartree
with exchange, q = 0.23 k_F, diagonalization: -0.291436 hartree
with exchange, q = 0.001 k_F, full: -0.30693 hartree
with exchange, q = 0.001 k_F, electrostatic part: -0.20512 hartree
fcc lattice constant = 7.3811 bohr
shortest reciprocal length G = 1.47442 bohr^-1
  bare form factor = 0.008805 hartree
  dielectric function = 1.4333
  screened form factor = 0.006143 hartree
  screened form factor = 0.1672 eV
second reciprocal length G = 1.70251 bohr^-1
  bare form factor = 0.038476 hartree
  dielectric function = 1.2820
  screened form factor = 0.030012 hartree
  screened form factor = 0.8167 eV
verified
```
